\section*{Why Saha Balance Fails for Negative Ions in Chlorine Etch Plasmas}

\section{The argument under review}

The argument concerns a low-pressure chlorine plasma with electron temperature 3 eV and atomic chlorine density $10^{20}\,\mathrm{m^{-3}}$. It runs as follows. An electron can be free or bound in Cl$^-$. Electrons are the light, hot partners in the reaction
\begin{equation}
\mathrm{e}+\mathrm{Cl}\rightleftharpoons\mathrm{Cl}^- ,
\end{equation}
so the populations should obey a Saha relation at the electron temperature. The negative-ion density then follows from the atomic density and the electron affinity, without any reaction rates.

Two questions must be separated. What does this relation predict for the electronegativity $\alpha=n_-/n_e$, where $n_-$ is the Cl$^-$ density? And do the collisions in the discharge enforce it? The manuscript answers neither.

\section{What the proposed relation predicts}

Let $T$ denote the electron temperature in energy units, $m$ the electron mass and $A$ the electron affinity of Cl. Consider one electron in a volume $V$ containing $N=n_{\rm Cl}V$ atoms. If it is free, its statistical weight is the sum over momentum states, with a factor 2 for spin:
\begin{align}
Z_{\rm free}&=\frac{2V}{h^3}\int e^{-p^2/2mT}\,d^3p
=\frac{2V}{h^3}(2\pi mT)^{3/2}=\frac{2V}{\lambda^3},\\
\lambda&=\frac{h}{\sqrt{2\pi mT}} .
\end{align}
If it is bound, it may sit on any of the $N$ atoms. Binding replaces the atomic weight $g_0$ by the ionic weight $g_-$ and lowers the energy by $A$. The translational weight of the heavy particle hardly changes, because the electron adds so little mass. Hence
\begin{equation}
Z_{\rm bound}=N\frac{g_-}{g_0}e^{A/T}.
\end{equation}
For dilute electrons that occupy few of the atoms, each electron can be counted independently, and the ratio of weights is the ratio of densities:
\begin{equation}
\alpha_S=\frac{Z_{\rm bound}}{Z_{\rm free}}
=n_{\rm Cl}\lambda^3\frac{g_-}{2g_0}e^{A/T}. \label{saha}
\end{equation}

The closed-shell ion has $g_-=1$. The atomic ground term has six states, so $g_0=6$ if its splitting, roughly 0.11 eV, is neglected against $T$. Here $n_{\rm Cl}$ is the density in the ground term; counting the excited terms that a full equilibrium at 3 eV would populate raises $g_0$ and lowers $\alpha_S$ further. With $A\approx3.6$ eV, the factors are $\lambda=0.3995$ nm, $n_{\rm Cl}\lambda^3=6.376\times10^{-9}$ and $e^{A/T}=3.320$. Therefore
\begin{equation}
\alpha_S=6.376\times10^{-9}\times\frac{3.320}{12}
=1.76\times10^{-9}.
\end{equation}
An explicit sum over the states of a periodic box gives the same value. At $n_e=10^{17}\,\mathrm{m^{-3}}$ the predicted density is only $1.76\times10^8\,\mathrm{m^{-3}}$.

The affinity exceeds $T$, yet almost no electrons are bound. The energy gain contributes a factor of about 3, whereas the free states outnumber the binding sites by a factor of order $1/(n_{\rm Cl}\lambda^3)$, above $10^8$. The uncertainty of the inputs does not change this picture. Taking $T=2$ or 5 eV instead of 3 eV multiplies $\alpha_S$ by 3.3 or 0.29, and since $\delta\alpha_S/\alpha_S\approx\delta A/T$, an error of 0.1 eV in $A$ changes $\alpha_S$ by about 3 per cent. If the fine-structure levels follow the gas temperature of 500 K instead of $T$, $g_0$ cannot simply be replaced by its 500 K value of 4.16. The result then depends on how detachment divides between the two levels: it is essentially unchanged if detachment feeds them in proportion to their weights, and it rises by at most a factor $6/4.16=1.4$, reached only if detachment feeds the lower level alone.

\section{Which collisions would enforce it}

A Saha relation at the electron temperature is not meaningless. It is the steady state of electron detachment and its inverse, three-body attachment:
\begin{equation}
\mathrm{e}(E)+\mathrm{Cl}^-\rightleftharpoons
\mathrm{Cl}+\mathrm{e}(E_1)+\mathrm{e}(E_2),\qquad
E=E_1+E_2+A .
\end{equation}
To see this, write the number of electron states per unit volume and energy. With $p=\sqrt{2mE}$ and $p\,dp=m\,dE$,
\begin{equation}
\rho(E)=\frac{2\cdot4\pi p^2}{h^3}\frac{dp}{dE}
=\frac{8\pi m\sqrt{2mE}}{h^3}.
\end{equation}
Since $\int\rho\,e^{-E/T}dE=2/\lambda^3$, the normalized Maxwellian is
\begin{equation}
f(E)=\frac{\lambda^3}{2}\rho(E)e^{-E/T}. \label{maxwell}
\end{equation}

Let $s(E,E_1)\,dE_1$ be the detachment cross section for one outgoing electron in $dE_1$, and $v(E)$ the speed of the incoming electron. Let $r(E_1,E_2)$ be the corresponding three-body rate function. The two outgoing electrons are labelled in the same way in both directions. Time-reversal symmetry makes the transition strength, summed over initial and final states, equal in the two directions:
\begin{equation}
g_-\rho(E)v(E)s(E,E_1)=g_0\rho(E_1)\rho(E_2)r(E_1,E_2).
\label{reverse}
\end{equation}
The three-body coefficient is the average of $r$ over two Maxwellians. Inserting (\ref{maxwell}) twice, then (\ref{reverse}), and using $E_1+E_2=E-A$ gives
\begin{align}
k_3&=\iint f(E_1)f(E_2)\,r\,dE_1dE_2\nonumber\\
&=\left(\frac{\lambda^3}{2}\right)^2
\iint\rho(E_1)\rho(E_2)e^{-(E_1+E_2)/T}r\,dE_1dE_2\nonumber\\
&=\left(\frac{\lambda^3}{2}\right)^2\frac{g_-}{g_0}e^{A/T}
\iint\rho(E)e^{-E/T}v\,s\,dE_1dE_2\nonumber\\
&=\frac{\lambda^3}{2}\frac{g_-}{g_0}e^{A/T}
\iint f(E)v\,s\,dE_1dE_2 .
\end{align}
At fixed $E_1$ we have $dE_2=dE$, so the last double integral is the detachment coefficient $k_{\rm det}$. Comparison with (\ref{saha}) yields
\begin{equation}
k_3n_{\rm Cl}=k_{\rm det}\alpha_S . \label{pair}
\end{equation}
The cross section has dropped out, because the electrons were taken to be Maxwellian; for another distribution the ratio $k_3/k_{\rm det}$ depends on it. If these two processes act alone, $k_3n_{\rm Cl}n_e^2=k_{\rm det}n_en_-$, and therefore $\alpha=\alpha_S$. If electron collisions are to enforce the relation, as the manuscript supposes, Cl$^-$ must therefore be made by three-body attachment and destroyed by electron detachment, with no other unbalanced process of importance.

\section{The balance in the discharge}

Atomic chlorine is not the main parent of Cl$^-$ unless dissociation is almost complete; with the coefficients used below, attachment to Cl takes over only for $n_{\rm Cl_2}/n_{\rm Cl}$ below about $5\times10^{-5}$. The ion is produced by dissociative attachment,
\begin{equation}
\mathrm{e}+\mathrm{Cl_2}\rightarrow\mathrm{Cl}+\mathrm{Cl}^- ,
\end{equation}
in which the separating fragments carry away the excess energy, so no second electron is needed. It is lost by electron detachment and by mutual neutralization with positive ions. The inverse of neutralization, production of an ion pair from two neutrals, is neglected in the cold gas.

Take a uniform plasma with given neutral densities and given $n_e$, no wall loss of Cl$^-$, and one neutralization coefficient $k_{\rm rec}$ for all positive ions. Including radiative attachment to Cl, with coefficient $k_{\rm rad}$,
\begin{align}
\frac{dn_-}{dt}={}&k_{\rm att}n_{\rm Cl_2}n_e+k_{\rm rad}n_{\rm Cl}n_e
+k_3n_{\rm Cl}n_e^2\nonumber\\
&-k_{\rm det}n_en_--k_{\rm rec}n_+n_- .
\end{align}
Quasineutrality gives $n_+=n_e+n_-=(1+\alpha)n_e$. Set the derivative to zero, substitute $n_-=\alpha n_e$, divide by $n_e$, and use (\ref{pair}):
\begin{align}
S&=k_{\rm det}n_e\alpha+k_{\rm rec}n_e\alpha(1+\alpha),\\
S&=k_{\rm att}n_{\rm Cl_2}+k_{\rm rad}n_{\rm Cl}
+k_{\rm det}n_e\alpha_S .
\end{align}
With $a=k_{\rm rec}n_e$ and $b=(k_{\rm rec}+k_{\rm det})n_e$, this is $a\alpha^2+b\alpha-S=0$. The product of the roots, $-S/a$, is negative, so there is one positive root. Multiplying numerator and denominator by the conjugate sum,
\begin{equation}
\alpha=\frac{-b+\sqrt{b^2+4aS}}{2a}
=\frac{2S}{b+\sqrt{b^2+4aS}} . \label{kinetic}
\end{equation}

When $4aS\ll b^2$, $\alpha\approx S/b$. When $4aS\gg b^2$, $\alpha\approx\sqrt{S/a}$, because neutralization then grows as $n_-^2$. If dissociative attachment dominates $S$, both limits, and (\ref{kinetic}) itself, depend on the densities only through $n_{\rm Cl_2}/n_e$. The atomic density, the one density used in the manuscript, has disappeared.

\section{A worked case}

Let $n_{\rm Cl_2}=n_{\rm Cl}=10^{20}\,\mathrm{m^{-3}}$, $n_e=10^{17}\,\mathrm{m^{-3}}$ and the gas temperature be 500 K, which corresponds to 10.4 mTorr. Rough coefficients at 3 eV are $k_{\rm att}=2\times10^{-16}$, $k_{\rm det}=2\times10^{-14}$ and $k_{\rm rec}=5\times10^{-14}\,\mathrm{m^3\,s^{-1}}$. Then
\begin{align}
S&\approx2\times10^{-16}\times10^{20}=2.0\times10^4\,\mathrm{s^{-1}},\\
a&=5\times10^3\,\mathrm{s^{-1}},\qquad b=7\times10^3\,\mathrm{s^{-1}},\\
\alpha&=\frac{4.0\times10^4}{7\times10^3+
\sqrt{4.9\times10^7+4.0\times10^8}}=1.42 .
\end{align}
Integrating the density equation in time from $n_-=0$ leads to the same value. The Cl$^-$ density is $1.4\times10^{17}\,\mathrm{m^{-3}}$, about $8\times10^8$ times the Saha prediction.

The source terms show why. Per electron, dissociative attachment proceeds at $2.0\times10^4\,\mathrm{s^{-1}}$ and three-body attachment at $3.5\times10^{-6}\,\mathrm{s^{-1}}$. The losses per Cl$^-$ are $2.0\times10^3\,\mathrm{s^{-1}}$ by detachment and $1.2\times10^4\,\mathrm{s^{-1}}$ by neutralization. The assumed source is negligible, and with these coefficients the assumed sink is the smaller of the two; a threefold larger $k_{\rm det}$ together with a threefold smaller $k_{\rm rec}$ would reverse that order.

Holding $T$, $n_{\rm Cl}$ and the coefficients fixed gives:
\begin{center}
\begin{tabular}{ccc}
$n_{\rm Cl_2}$ (m$^{-3}$) & $\alpha$, $n_e=10^{16}$ m$^{-3}$ & $\alpha$, $n_e=10^{17}$ m$^{-3}$\\
$10^{18}$ & 0.24 & 0.028\\
$10^{19}$ & 1.4 & 0.24\\
$10^{20}$ & 5.7 & 1.4
\end{tabular}
\end{center}
Values repeat along the diagonal because the ratio $n_{\rm Cl_2}/n_e$ repeats. Even the smallest entry exceeds $\alpha_S$ by seven orders of magnitude.

\section{Would purely atomic chlorine save the argument?}

One might reply that the relation was meant for a fully dissociated gas. Set $n_{\rm Cl_2}=0$ and first ignore radiation. Then $S=k_{\rm det}n_e\alpha_S$ is so small that the quadratic term is negligible, and
\begin{equation}
\alpha\approx\frac{S}{b}
=\alpha_S\frac{k_{\rm det}}{k_{\rm det}+k_{\rm rec}}
=\frac{2}{7}\alpha_S=5.0\times10^{-10}.
\end{equation}
Within the model, neutralization acting without its inverse pulls the density below the Saha value. The model omits attachment with a Cl atom as third body. For heavy-particle detachment cross sections between $10^{-21}$ and $10^{-19}\,\mathrm{m^2}$, reversibility puts this source anywhere from about $10^{-8}$ to $10^{-3}\,\mathrm{s^{-1}}$ per electron, depending also on how the cross section rises from threshold and how the excess energy is shared between electron and atoms. An extra source of $k_{\rm rec}n_e\alpha_S\approx9\times10^{-6}\,\mathrm{s^{-1}}$ suffices to lift $\alpha$ to $\alpha_S$, so $\alpha$ may lie on either side of $\alpha_S$; the whole range is negligible beside the radiative source found next.

Radiative attachment, $\mathrm{e}+\mathrm{Cl}\to\mathrm{Cl}^-+\hbar\omega$, reverses this conclusion. Its cross section $\sigma_{\rm ra}$ follows from the photodetachment cross section $\sigma_{\rm pd}$. A photon of energy $\epsilon=E+A$ has $8\pi\epsilon^2/(h^3c^3)$ states per unit volume and energy, including two polarizations. Reversibility therefore reads
\begin{equation}
g_-\frac{8\pi\epsilon^2}{h^3c^3}\,c\,\sigma_{\rm pd}
=g_0\,\rho(E)v(E)\,\sigma_{\rm ra}.
\end{equation}
With $v=\sqrt{2E/m}$, $\rho v=16\pi mE/h^3$, so
\begin{equation}
\sigma_{\rm ra}=\frac{g_-}{g_0}\frac{(E+A)^2}{2mc^2E}\,\sigma_{\rm pd}.
\end{equation}
For constant $\sigma_{\rm pd}$ the Maxwellian average is elementary. The factors $\sqrt E$ in $f$ and $v$ cancel the $1/E$, and $\int_0^\infty(E+A)^2e^{-E/T}dE=T(2T^2+2AT+A^2)$. Thus
\begin{equation}
k_{\rm rad}=\frac{g_-}{g_0}\sigma_{\rm pd}
\sqrt{\frac{8T}{\pi m}}\;\frac{2T^2+2AT+A^2}{2mc^2T}.
\end{equation}
A rough $\sigma_{\rm pd}=3\times10^{-21}\,\mathrm{m^2}$ gives $k_{\rm rad}=9.9\times10^{-21}\,\mathrm{m^3\,s^{-1}}$. The source is about $1\,\mathrm{s^{-1}}$ per electron, and
\begin{equation}
\alpha\approx\frac{0.994}{7\times10^3}=1.4\times10^{-4}.
\end{equation}
This is small, but still nearly $10^5$ times $\alpha_S$.

The reason is the missing inverse. If the plasma were immersed in Planck radiation at 3 eV, photodetachment and stimulated attachment would also act, and the radiative balance alone would give $1.76\times10^{-9}$ again; a numerical integration over the Planck spectrum confirms this. In the model the photons escape, photodetachment is absent, and $\alpha$ rises.

\section{Would another temperature or a denser plasma save it?}

Using the gas temperature instead makes matters worse. At 500 K, or 0.043 eV, equation (\ref{saha}) formally gives $\alpha_S\sim10^{30}$. Combined with a free density $n_e=10^{17}\,\mathrm{m^{-3}}$, it would require far more ions than there are atoms. If instead the total negative charge is fixed at $2.4\times10^{17}\,\mathrm{m^{-3}}$, only about 0.2 per cent of the atoms are occupied and the number stands: a cold equilibrium would bind essentially every electron, which does not describe a discharge.

Some intermediate temperature must reproduce the kinetic result, and for the worked case it is about 0.20 eV (0.204 eV with $g_0=6$, 0.205 eV when the splitting is kept). This is neither the electron nor the gas temperature. At fixed $n_{\rm Cl}$ it must also be refitted whenever $n_{\rm Cl_2}/n_e$ changes, because $\alpha$ then changes while (\ref{saha}) contains neither density. It restates the kinetic answer and does not predict it.

Higher electron density favours three-body attachment, whose frequency per electron is proportional to $n_e$. With the other settings fixed, it would match dissociative attachment at
\begin{equation}
n_e=10^{17}\,\mathrm{m^{-3}}\times
\frac{2.0\times10^4}{3.53\times10^{-6}}
\approx6\times10^{26}\,\mathrm{m^{-3}},
\end{equation}
far above the total neutral density and outside the model. Even the formal limit $n_e\to\infty$ of (\ref{kinetic}) is $\frac27\alpha_S$, not $\alpha_S$. For given neutral densities $\alpha$ crosses $\alpha_S$ accidentally at the one $n_e$ where $k_{\rm att}n_{\rm Cl_2}+k_{\rm rad}n_{\rm Cl}=k_{\rm rec}n_e\alpha_S(1+\alpha_S)$, about $10^{22}\,\mathrm{m^{-3}}$ without Cl$_2$ and $2\times10^{26}\,\mathrm{m^{-3}}$ in the worked case, both far above the neutral density and outside the model. Apart from such crossings, the Saha value is reached only when every important process, including neutralization, is matched by its inverse at a common temperature.

\section{Neglected processes and real reactors}

Dissociative attachment has an inverse too: $\mathrm{Cl}+\mathrm{Cl}^-\to\mathrm{Cl_2}+\mathrm{e}$. It requires the affinity minus the Cl$_2$ bond energy, roughly $3.6-2.5=1.1$ eV, from heavy particles at 0.043 eV. With a rough collision coefficient of $10^{-15}\,\mathrm{m^3\,s^{-1}}$, its frequency is
\begin{equation}
10^{-15}\times10^{20}\times e^{-1.1/0.0431}\,\mathrm{s^{-1}}
\approx8\times10^{-7}\,\mathrm{s^{-1}},
\end{equation}
against a total loss of $1.4\times10^4\,\mathrm{s^{-1}}$. This is a rough estimate, not a bound. If every collision above threshold reacted, the factor $e^{-x}$ with $x=1.1/0.0431$ would become $\Gamma(3/2,x)/\Gamma(3/2)$ for a constant rate or $(1+x)e^{-x}$ for a constant cross section, giving $5\times10^{-6}$ or $2\times10^{-5}\,\mathrm{s^{-1}}$. At a heavy-particle temperature of 0.1 eV these three estimates span 2 to $20\,\mathrm{s^{-1}}$, still far below the total loss. It covers thermal ground-state particles, not fast or excited ones.

Wall loss is suppressed by the potential that confines the electrons. Equate the electron flux to a floating wall, $n_e\sqrt{T/2\pi m}\,e^{-e\Phi/T}$, with a positive-ion flux $(1+\alpha)n_e\sqrt{T/M}$, where $M$ is the mass of Cl$_2^+$. This flux is a high estimate, because it uses the positive-ion density of the core, whereas the density at the sheath edge is lower; a smaller flux would raise the barrier:
\begin{equation}
e\Phi=T\ln\left[\frac{1}{1+\alpha}\sqrt{\frac{M}{2\pi m}}\right]
\approx12\ \mathrm{eV}.
\end{equation}
Without this barrier, thermal Cl$^-$ in a plasma 10 cm high would be lost through the top and bottom at a rate of order $2.7\times10^3\,\mathrm{s^{-1}}$, the rate for free flight at uniform density, which is a fifth of the volume loss. This is a scale, not a bound: collisions with the gas lower it, and ions that keep the kinetic energy of dissociative attachment escape faster. With it, the Boltzmann factor at 500 K makes the loss negligible. This can fail late in the afterglow of a pulsed plasma. Cooling alone does not remove the barrier: with the electrons at 500 K and $\alpha=1.4$ the same balance leaves about four times the gas temperature. The wall loss, of order $50\,\mathrm{s^{-1}}$ on the free-flight scale, is then below one per cent of the neutralization loss at $n_e=10^{17}\,\mathrm{m^{-3}}$, but matches it once $n_e$ has decayed to about $4\times10^{14}\,\mathrm{m^{-3}}$ at the same $\alpha$. The barrier falls to the order of the gas temperature when the electrons are also depleted, at $\alpha$ of order 100; there the Cl$^-$ current, left out of the balance above, must be included.

The parameters are roughly those of an inductively coupled chlorine etch reactor at about 10 mTorr; the chosen $n_e$ is towards the high end for such sources. The electron temperature of 3 eV is taken from the manuscript, not from an ionization balance; with rough ionization coefficients, such a balance at these densities and a 10 cm height points to about 2 to 2.5 eV. Equal Cl and Cl$_2$ densities are an assumed input, not the result of a dissociation balance; at this $n_e$ they need walls that recombine Cl efficiently, and weakly recombining walls leave less Cl$_2$. Real reactors are not uniform, their electrons are not strictly Maxwellian, and their degree of dissociation depends on power and wall condition. The last point alone matters greatly: at $n_e=10^{17}\,\mathrm{m^{-3}}$, reducing Cl$_2$ a hundredfold lowers the model $\alpha$ from 1.4 to 0.028. Threefold errors in $k_{\rm att}$, $k_{\rm det}$ and $k_{\rm rec}$, all combined in the worst directions, span 0.27 to 5.3. The value of $k_{\rm det}$ may be high by more than this factor; lowering it to $5\times10^{-15}\,\mathrm{m^3\,s^{-1}}$ raises $\alpha$ only to 1.5, but turns the factor $2/7$ into $1/11$ and lowers the three-body frequency fourfold. Nonuniformity makes $\alpha$ a local quantity and has not been sized here. Ion-pair production by electron impact on Cl$_2$ is also omitted; at fixed $n_e$ it adds to $S$ and can only raise $\alpha$.

The manuscript should therefore replace (\ref{saha}) by a rate balance and state $n_{\rm Cl_2}$, $n_e$ and the coefficients on which its Cl$^-$ density rests. The Saha value may be kept as the limit in which detachment and three-body attachment by Maxwellian electrons act alone; for model cross sections, a Druyvesteyn distribution of the same mean energy shifts this limit by up to about 40 per cent if detachment sets in between $A$ and 6 eV, and raises it by a factor of about 2 to 4 if the onset lies at 8 to 10 eV. The numerical output lists the quantities used in this comment.

\section*{Computed values}
\begin{verbatim}
electron temperature: 3.0 eV
electron affinity of Cl (rough input): 3.6 eV
gas temperature: 500 K
gas temperature in energy units: 0.0431 eV
Cl density: 1.0e+20 m^-3
Cl2 density: 1.0e+20 m^-3
electron density: 1.0e+17 m^-3
neutral pressure: 10.4 mTorr
k_att (rough input): 2.0e-16 m^3/s
k_det (rough input): 2.0e-14 m^3/s
k_rec (rough input): 5.0e-14 m^3/s
photodetachment cross section (rough input): 3.0e-21 m^2
thermal wavelength: 0.3995 nm
n_Cl lambda^3: 6.376e-09 (no unit)
exp(A/T): 3.320 (no unit)
Saha alpha at electron temperature: 1.764e-09 (no unit)
alpha from box-state count: 1.764e-09 (no unit)
Saha Cl- density: 1.76e+08 m^-3
alpha from three-body quadrature: 1.764e-09 (no unit)
alpha from Planck-field balance: 1.764e-09 (no unit)
kinetic alpha, formula: 1.419 (no unit)
kinetic alpha, time integration: 1.419 (no unit)
kinetic Cl- density: 1.42e+17 m^-3
kinetic/Saha ratio: 8.04e+08 (no unit)
alpha, detachment and inverse only: 1.764e-09 (no unit)
alpha, neutralization added: 5.040e-10 (no unit)
alpha without Cl2, radiative included: 1.42e-04 (no unit)
k_rad: 9.94e-21 m^3/s
dissociative attachment per electron: 2.00e+04 s^-1
radiative attachment per electron: 9.94e-01 s^-1
three-body attachment per electron: 3.53e-06 s^-1
electron detachment per Cl-: 2.00e+03 s^-1
mutual neutralization per Cl-: 1.21e+04 s^-1
scan n_Cl2=1e+18 m^-3, n_e=1e+16 m^-3: alpha=0.244
scan n_Cl2=1e+19 m^-3, n_e=1e+16 m^-3: alpha=1.42
scan n_Cl2=1e+20 m^-3, n_e=1e+16 m^-3: alpha=5.66
scan n_Cl2=1e+18 m^-3, n_e=1e+17 m^-3: alpha=0.0281
scan n_Cl2=1e+19 m^-3, n_e=1e+17 m^-3: alpha=0.244
scan n_Cl2=1e+20 m^-3, n_e=1e+17 m^-3: alpha=1.42
log10 Saha alpha at gas temperature: 29.8 (no unit)
fitted Saha temperature: 0.204 eV
alpha, all rates threefold unfavourable: 0.267 (no unit)
alpha, all rates threefold favourable: 5.34 (no unit)
Cl splitting (rough input): 0.11 eV
Cl weight at electron temperature: 5.93 (no unit)
Cl weight at gas temperature: 4.16 (no unit)
Cl2 bond energy (rough input): 2.5 eV
Cl- + Cl collision coefficient (rough): 1.0e-15 m^3/s
associative detachment per Cl-: 8.2e-07 s^-1
plasma height: 10 cm
floating wall drop: 12.2 V
wall loss per Cl- without barrier: 2.7e+03 s^-1
log10 of wall loss in s^-1 with barrier: -120
\end{verbatim}
